# Uphill Diffusion of a Uniform Component in an Ideal Ternary Alloy: verification in Python

```python
# RESULT UNDER TEST: in an ideal ternary alloy with Darken fluxes, a component 1
# of uniform mole fraction has the laboratory-frame flux
#     J1 = c * x1 * (D2 - D3) * dx2/dz
# although its flux relative to the crystal lattice is zero.
# c: total concentration; x_i: mole fractions; D_i: intrinsic diffusivities;
# g_i = dx_i/dz; v: lattice velocity; A: 2x2 interdiffusion matrix (3 eliminated).
# Independent road: cells fixed to the lattice exchange atoms by intrinsic fluxes
# only; cell thickness follows from the atom count, so v is never supplied.
# Inside the simulation lengths are in um and diffusivities in um^2/s.
import numpy as np
import sympy as sp
from scipy.constants import R
from scipy.interpolate import CubicSpline
from scipy.special import erf

# ---------- inputs: rough values, regime of fcc Ni-Fe-Co near 1300 C ----------
D_cm = np.array([5e-10, 8e-10, 4e-10])      # Ni, Fe, Co in cm^2/s
D = D_cm * 1e8                              # um^2/s
x_mean = np.array([0.4, 0.3, 0.3])
molar_volume = 7.0                          # cm^3/mol
c = 1 / molar_volume
temperature = 1573.0                        # K
hours = 100.0
time = hours * 3600
half = 1200.0                               # half thickness of couple, um
jump = 0.4                                  # Fe mole fraction, right minus left
f_corr = 0.7815                             # fcc tracer correlation factor

# ---------- symbolic elimination of the lattice velocity ----------
x1, x2, d1, d2, d3, g2, vel = sp.symbols('x1 x2 d1 d2 d3 g2 vel')
xs, ds, gs = [x1, x2, 1 - x1 - x2], [d1, d2, d3], [0, g2, -g2]
lab = [-d * g + x * vel for x, d, g in zip(xs, ds, gs)]
v_solution = sp.solve(sp.expand(sum(lab)), vel)[0]
assert sp.simplify(lab[0].subs(vel, v_solution) - x1 * (d2 - d3) * g2) == 0


# ---------- lattice-cell simulation ----------
def evolve(n, diff, dt, steps, k=0.0):
    """n[i, cell]: atoms of i per area divided by c, in um."""
    n = n.copy()
    for _ in range(steps):
        h = n.sum(axis=0)
        x = n / h
        flux = -diff[:, None] * np.diff(x, axis=1) / (0.5 * (h[1:] + h[:-1]))
        if k:
            flux *= np.exp(k * (0.5 * (x[1, 1:] + x[1, :-1]) - x_mean[1]))
        n[:, :-1] -= dt * flux
        n[:, 1:] += dt * flux
    return n


def geometry(n):
    h = n.sum(axis=0)
    edges = np.concatenate([[0.0], np.cumsum(h)]) - half
    return edges, 0.5 * (edges[1:] + edges[:-1]), n / h


def crossed(n_start, n_end, planes):
    """Component 1 that passed fixed laboratory planes from left to right."""
    left = []
    for n in (n_start, n_end):
        total = np.concatenate([[0.0], np.cumsum(n[0])])
        left.append(CubicSpline(geometry(n)[0], total)(planes))
    return left[0] - left[1]


def couple(diff, delta, cells, k=0.0):
    h0 = 2 * half / cells
    side = np.where(np.arange(cells) < cells // 2, -0.5, 0.5)
    x = x_mean[:, None] + np.array([0, delta, -delta])[:, None] * side
    steps = int(np.ceil(time * max(diff) / (0.2 * h0**2)))
    return x * h0, evolve(x * h0, diff, time / steps, steps, k)


def extrema(n):
    _, z, x = geometry(n)
    fine = np.linspace(-800, 800, 6401)
    y = CubicSpline(z, x[0])(fine)
    return fine[y.argmin()], y.min(), fine[y.argmax()], y.max()


# instantaneous flux through fixed planes, uniform x1 and smooth x2
cells = 480
h0 = 2 * half / cells
z0 = -half + h0 * (np.arange(cells) + 0.5)
x2_profile = 0.3 + 0.2 * np.tanh(z0 / 100)
n0 = h0 * np.array([0.4 + 0 * z0, x2_profile, 0.6 - x2_profile])
planes = np.array([-100.0, 0.0, 60.0])
slope = 0.2 / 100 / np.cosh(planes / 100)**2
formula = 0.4 * (D[1] - D[2]) * slope
flux_error = 0.0
for D1_trial in (D[0], 4 * D[0]):
    trial = np.array([D1_trial, D[1], D[2]])
    counted = crossed(n0, evolve(n0, trial, 1.0, 10), planes) / 10.0
    flux_error = max(flux_error, np.max(abs(counted - formula)) / max(formula))
assert flux_error < 3e-3   # mesh and finite-time error

# control: equal partners leave component 1 uniform
_, n_equal = couple(np.array([D[0], D[1], D[1]]), jump, 240)
control = np.max(abs(geometry(n_equal)[2][0] - 0.4))
assert control < 1e-10

# ---------- small-jump solution against the simulation ----------
A = np.array([[D[0] - x_mean[0] * (D[0] - D[2]), -x_mean[0] * (D[1] - D[2])],
              [-x_mean[1] * (D[0] - D[2]), D[1] - x_mean[1] * (D[1] - D[2])]])
q, p = np.sort(np.linalg.eigvals(A).real)


def small_jump(z, delta):
    bracket = erf(z / (2 * np.sqrt(p * time))) - erf(z / (2 * np.sqrt(q * time)))
    return A[0, 1] * delta / (2 * (p - q)) * bracket


z_peak = np.sqrt(2 * time * p * q * np.log(p / q) / (p - q))
carried_unit = (x_mean[0] * (D[1] - D[2]) * np.sqrt(time / np.pi)
                / (np.sqrt(p) + np.sqrt(q)))
tiny = 0.002
start_t, end_t = couple(D, tiny, 480)
_, z_t, x_t = geometry(end_t)
peak_t = small_jump(z_peak, tiny)
profile_error = np.max(abs(x_t[0] - 0.4 - small_jump(z_t, tiny))) / peak_t
carried_error = abs(crossed(start_t, end_t, 0.0) / (carried_unit * tiny) - 1)
assert profile_error < 0.01 and carried_error < 0.01
assert abs(extrema(end_t)[2] - z_peak) < 3.0   # flat maximum, 5 um cells

# ---------- large-jump couple ----------
_, n_coarse = couple(D, jump, 240)
start, end = couple(D, jump, 480)
z_dip, dip, z_top, top = extrema(end)
top_coarse = extrema(n_coarse)[3]
assert abs(top - top_coarse) < 2e-4
carried = float(crossed(start, end, 0.0))
edges, z_c, x_c = geometry(end)
marker = edges[len(z_c) // 2]
splines = [CubicSpline(z_c, x_c[i]) for i in range(3)]


def profile_flux(z):
    g = np.array([s(z, 1) for s in splines])
    v = np.tensordot(D, g, axes=1)
    return g, v, -D[0] * g[0] + splines[0](z) * v


v_marker = float(profile_flux(marker)[1])
marker_error = abs(2 * time * v_marker / marker - 1)   # parabolic marker motion
assert marker_error < 0.02
inside = np.linspace(z_dip + 10, z_top - 10, 200)
outside = np.concatenate([np.linspace(-600, z_dip - 10, 100),
                          np.linspace(z_top + 10, 600, 100)])
g_in, _, J_in = profile_flux(inside)
g_out, _, J_out = profile_flux(outside)
assert np.all(J_in > 0) and np.all(g_in[0] > 0)      # uphill between extrema
assert np.all(J_out > 0) and np.all(g_out[0] < 0)    # downhill outside
g_mid, _, J_mid = profile_flux(0.0)
x_mid = float(splines[0](0.0))
push = x_mid * (D[1] - D[2]) * g_mid[1]
back = (D[0] - x_mid * (D[0] - D[2])) * g_mid[0]
to_mol = c * 1e-4                                    # um/s -> mol/(cm^2 s)
top_variable = extrema(couple(D, jump, 480, np.log(2) / jump)[1])[3]


# ---------- local fluxes from the Gibbs energy and neglected effects ----------
def gibbs(n, omega):
    total = n.sum()
    return np.sum(n * np.log(n / total)) + omega * n[0] * n[1] / total


def force(g, omega_over_RT):
    """Chemical-potential gradients over RT by finite differences."""
    s, unit, H = 3e-4, np.eye(3), np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            H[i, j] = sum(a * b * gibbs(x_mean + s * (a * unit[i] + b * unit[j]),
                                        omega_over_RT)
                          for a in (1, -1) for b in (1, -1)) / (4 * s**2)
    return H @ g


def lab_flux(L, m):
    j = -L @ m
    return j - x_mean * j.sum()


g = np.array([0.0, 10.0, -10.0])                     # 1/cm
L_darken = np.diag(x_mean * D_cm)
J_lab = c * lab_flux(L_darken, force(g, 0.0))
J_formula = c * x_mean[0] * (D_cm[1] - D_cm[2]) * g[1]
assert abs(J_lab[0] / J_formula - 1) < 1e-4
v_local = float(D_cm @ g)
j_lattice = -c * D_cm * g

g_any = np.array([5.0, -12.0, 7.0])
dissipation = -lab_flux(L_darken, force(g_any, 0.0)) @ force(g_any, 0.0)
assert abs(dissipation / np.sum(D_cm * g_any**2 / x_mean) - 1) < 1e-4

D_bar = x_mean @ D_cm
xD = x_mean * D_cm
wind = (1 - f_corr) / f_corr
L_wind = np.diag(xD) + wind * np.outer(xD, xD) / D_bar
wind_ratio = c * lab_flux(L_wind, force(g, 0.0))[0] / J_formula
assert abs(wind_ratio - (1 + wind * (1 - D_cm[0] / D_bar))) < 1e-4
omega = 5000.0                                       # J/mol
ratio_minus, ratio_plus = [
    c * lab_flux(L_darken, force(g, w / (R * temperature)))[0] / J_formula
    for w in (-omega, omega)]
V_rel = np.array([1.0, 1.05, 1.0])
volume_ratio = (V_rel * D_cm) @ g / (x_mean @ V_rel) / v_local

# ---------- output ----------
print("Rough inputs, regime of fcc Ni-Fe-Co; 1=Ni, 2=Fe, 3=Co")
print(f"D1, D2, D3 = {D_cm[0]:.1e}, {D_cm[1]:.1e}, {D_cm[2]:.1e} cm^2/s")
print(f"temperature = {temperature:.0f} K; anneal = {hours:.0f} h")
print(f"molar volume = {molar_volume:.1f} cm^3/mol; c = {c:.4f} mol/cm^3")
print("mean x1, x2, x3 =", x_mean)
print("LOCAL FLUXES at mean composition, g1 = 0")
print(f"g2 = {g[1]:.1f} 1/cm; lattice velocity = {v_local:.2e} cm/s")
print("lattice-frame j1,j2,j3 [mol/(cm^2 s)]:",
      " ".join(f"{a + 0.0:.3e}" for a in j_lattice))
print("laboratory J1,J2,J3 [mol/(cm^2 s)]:",
      " ".join(f"{a:.3e}" for a in J_lab))
print(f"J1 from formula = {J_formula:.3e} mol/(cm^2 s)")
print(f"|J1/J2| = {abs(J_lab[0] / J_lab[1]):.3f}")
print("TESTS")
print(f"counted flux vs formula, largest error / peak flux = {flux_error:.1e}")
print(f"control D2=D3, largest change of x1 = {control:.1e}")
print(f"small jump in x2 = {tiny}: profile error / peak = {profile_error:.1e}")
print(f"small jump: carried-amount relative error = {carried_error:.1e}")
print(f"marker velocity law, relative error = {marker_error:.1e}")
print("INTERDIFFUSION MATRIX at mean composition [cm^2/s]")
print(f"A11 = {A[0, 0] * 1e-8:.2e}, A12 = {A[0, 1] * 1e-8:.2e}")
print(f"A21 = {A[1, 0] * 1e-8:.2e}, A22 = {A[1, 1] * 1e-8:.2e}")
print(f"eigenvalues p = {p * 1e-8:.2e}, q = {q * 1e-8:.2e}")
print("COUPLE: Ni 40 at.% on both sides")
print(f"Fe left, right = {100 * (x_mean[1] - jump / 2):.0f}, "
      f"{100 * (x_mean[1] + jump / 2):.0f} at.%")
print(f"small-jump formula: extrema at +/- {z_peak:.0f} um")
print(f"small-jump formula: Ni change = +/- {100 * small_jump(z_peak, jump):.2f} at.%")
print(f"small-jump formula: Ni carried = {carried_unit * jump:.2f} um")
print(f"simulation: Ni dip = {100 * dip:.2f} at.% at {z_dip:.0f} um")
print(f"simulation: Ni peak = {100 * top:.2f} at.% at {z_top:.0f} um")
print(f"simulation: Ni carried across z=0 = {carried:.2f} um")
print(f"simulation: marker shift = {marker:.1f} um")
print(f"mesh 10 -> 5 um: peak shift = {100 * (top - top_coarse):.4f} at.%")
print("At z=0 after the anneal:")
print(f"dx1/dz = {g_mid[0] * 1e4:.3f} 1/cm, dx2/dz = {g_mid[1] * 1e4:.3f} 1/cm")
print(f"drive from Fe gradient = {push * to_mol:.3e} mol/(cm^2 s)")
print(f"opposing Ni-gradient term = {back * to_mol:.3e} mol/(cm^2 s)")
print(f"net uphill Ni flux = {J_mid * to_mol:.3e} mol/(cm^2 s)")
print("NEGLECTED EFFECTS (local J1 relative to ideal Darken J1)")
print(f"vacancy wind, f = {f_corr}: {wind_ratio:.3f}")
print(f"RT = {R * temperature / 1000:.2f} kJ/mol")
print(f"Ni-Fe interaction -{omega / 1000:.0f} kJ/mol: {ratio_minus:.3f}")
print(f"Ni-Fe interaction +{omega / 1000:.0f} kJ/mol: {ratio_plus:.3f}")
print(f"Fe molar volume 5% larger: {volume_ratio:.3f}")
print(f"all D doubling across couple: Ni peak = {100 * top_variable:.2f} at.%")
print("all assertions hold")
```

Running it gives:

```
Rough inputs, regime of fcc Ni-Fe-Co; 1=Ni, 2=Fe, 3=Co
D1, D2, D3 = 5.0e-10, 8.0e-10, 4.0e-10 cm^2/s
temperature = 1573 K; anneal = 100 h
molar volume = 7.0 cm^3/mol; c = 0.1429 mol/cm^3
mean x1, x2, x3 = [0.4 0.3 0.3]
LOCAL FLUXES at mean composition, g1 = 0
g2 = 10.0 1/cm; lattice velocity = 4.00e-09 cm/s
lattice-frame j1,j2,j3 [mol/(cm^2 s)]: 0.000e+00 -1.143e-09 5.714e-10
laboratory J1,J2,J3 [mol/(cm^2 s)]: 2.286e-10 -9.714e-10 7.429e-10
J1 from formula = 2.286e-10 mol/(cm^2 s)
|J1/J2| = 0.235
TESTS
counted flux vs formula, largest error / peak flux = 3.9e-04
control D2=D3, largest change of x1 = 2.2e-16
small jump in x2 = 0.002: profile error / peak = 5.7e-04
small jump: carried-amount relative error = 1.0e-04
marker velocity law, relative error = 8.1e-05
INTERDIFFUSION MATRIX at mean composition [cm^2/s]
A11 = 4.60e-10, A12 = -1.60e-10
A21 = -3.00e-11, A22 = 6.80e-10
eigenvalues p = 7.00e-10, q = 4.40e-10
COUPLE: Ni 40 at.% on both sides
Fe left, right = 10, 50 at.%
small-jump formula: extrema at +/- 199 um
small-jump formula: Ni change = +/- 1.38 at.%
small-jump formula: Ni carried = 4.57 um
simulation: Ni dip = 38.67 at.% at -188 um
simulation: Ni peak = 41.43 at.% at 210 um
simulation: Ni carried across z=0 = 4.56 um
simulation: marker shift = 21.8 um
mesh 10 -> 5 um: peak shift = -0.0007 at.%
At z=0 after the anneal:
dx1/dz = 1.129 1/cm, dx2/dz = 7.232 1/cm
drive from Fe gradient = 1.647e-10 mol/(cm^2 s)
opposing Ni-gradient term = 7.419e-11 mol/(cm^2 s)
net uphill Ni flux = 9.050e-11 mol/(cm^2 s)
NEGLECTED EFFECTS (local J1 relative to ideal Darken J1)
vacancy wind, f = 0.7815: 1.030
RT = 13.08 kJ/mol
Ni-Fe interaction -5 kJ/mol: 1.310
Ni-Fe interaction +5 kJ/mol: 0.690
Fe molar volume 5% larger: 1.084
all D doubling across couple: Ni peak = 41.26 at.%
all assertions hold
```
